# Radiative heat exchange between gray concentric spheres from a radiosity balance, part 1

(Sections cited here and not found follow in the second part.)

## First half: from black walls to the geometry of a gray shell

### The situation

A spherical vessel of liquid nitrogen sits inside a larger sphere at room temperature, and the space between them has been pumped out. With almost no gas to carry heat across the gap, the cold sphere is warmed mainly by thermal radiation. Both walls emit, absorb and reflect. Light reflected by the shell may go back to the vessel, or it may pass beside the vessel and strike the shell again. How much heat arrives, and which of the two surfaces is more worth improving?

Let the inner sphere have radius $R_1$, area $A_1=4\pi R_1^2$ and temperature $T_1$. The shell has inner radius $R_2$, area $A_2=4\pi R_2^2$ and temperature $T_2$. The spheres are concentric, both walls are opaque, and each has one temperature over its whole surface. I count the net heat per unit time $Q$ as positive when it leaves the inner sphere. For the nitrogen vessel $Q$ is therefore negative, and the heat leak into it is $-Q$.

The radii and the gap are taken to be much larger than the wavelengths of the thermal radiation. Light may then be followed along rays, and near-field transfer through evanescent waves may be left out.

The algebra uses atomic units, in which $\hbar=1$ and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. Temperature enters as the energy $t=k_BT$.

### The flux from a black wall

A black wall absorbs all light that falls on it. I first need the power it emits per unit area, called $E$.

Consider radiation in equilibrium at temperature $T$ in a large cavity of volume $V$. The number of wave vectors with magnitude between $k$ and $k+dk$ is $V\,4\pi k^2dk/(2\pi)^3$, and each carries two polarizations. The number of modes per volume is therefore

$$
2\,\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{k^2\,dk}{\pi^2}=\frac{\omega^2\,d\omega}{\pi^2c^3},
$$

where $k=\omega/c$ was used. A mode of frequency $\omega$ holds on average $1/[\exp(\omega/t)-1]$ photons of energy $\omega$. The energy density per unit frequency is

$$
u_\omega=\frac{\omega^3}{\pi^2c^3}\,\frac{1}{\exp(\omega/t)-1}.
$$

This energy travels equally in all directions. The part moving within the solid angle $d\Omega$ is $u_\omega d\Omega/4\pi$, and it crosses a surface at the rate $c\cos\theta$, where $\theta$ is the angle from the normal. The flux onto one side is

$$
M_\omega=\frac{c\,u_\omega}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac{c\,u_\omega}{4\pi}\,2\pi\,\frac12=\frac{c\,u_\omega}{4}.
$$

A black wall in this cavity absorbs $M_\omega$. In equilibrium it must emit as much, so integration over frequency with $x=\omega/t$ gives

$$
E=\int_0^\infty\frac{\omega^3\,d\omega}{4\pi^2c^2[\exp(\omega/t)-1]}
=\frac{t^4}{4\pi^2c^2}\int_0^\infty\frac{x^3\,dx}{\exp(x)-1}.
$$

To do the last integral, expand $1/[\exp(x)-1]=\sum_{n\ge1}\exp(-nx)$ and use $\int_0^\infty x^3\exp(-nx)\,dx=6/n^4$. The result is $6\sum_n n^{-4}$.

The sum follows from the Fourier series of $x^2$ on $(-\pi,\pi)$,

$$
x^2=\frac{\pi^2}{3}+4\sum_{n\ge1}\frac{(-1)^n}{n^2}\cos nx .
$$

Averaging the square of both sides over the interval gives $\pi^4/5=\pi^4/9+8\sum_n n^{-4}$, because $\cos^2nx$ averages to $1/2$ and the cross terms vanish. Hence $\sum_n n^{-4}=\pi^4/90$, the integral is $\pi^4/15$, and

$$
E=\frac{\pi^2t^4}{60c^2}.
$$

This is the Stefan–Boltzmann law, $E=\sigma T^4$ in SI units. Direct quadrature of the Planck integral at 77 K and at 300 K, converted to SI units, agreed with $\sigma T^4$ to within one part in $10^7$.

### What a surface sees

The flux leaving a wall must now be connected with the flux arriving at another. Let $L$ be the radiance: the power per unit solid angle and per unit area perpendicular to the ray. A small patch $dA'$ sends to a patch $dA$, at distance $s$, the power

$$
dP=L\,\frac{\cos\theta'\,dA'\,\cos\theta\,dA}{s^2},
$$

where each angle is measured from the normal of its own patch. Seen from $dA$, the sending patch covers the solid angle $d\Omega=\cos\theta'\,dA'/s^2$. The receiving patch therefore gets $L\cos\theta\,d\Omega$ per unit area. The distance has dropped out, and what matters is how large the source appears and in which direction.

A diffuse surface sends out the same $L$ in every direction. If the total flux leaving it is $J$, then

$$
J=\int L\cos\theta\,d\Omega=\pi L,\qquad L=\frac{J}{\pi},
$$

since the hemisphere integral of $\cos\theta$ is $2\pi\cdot\frac12=\pi$. The flux $J$, which includes both emitted and reflected light, is the radiosity. The flux arriving at a surface is its irradiation, $H$. At any point,

$$
H=\frac1\pi\int J_{\rm seen}(\Omega)\cos\theta\,d\Omega, \tag{1}
$$

where $J_{\rm seen}$ is the radiosity of the point seen in direction $\Omega$. If everything in view has the same radiosity $J$, then $H=J$.

### Stage 1: both walls black

A point on the inner sphere has the shell in view over its whole hemisphere, because the inner sphere is convex and cannot see itself. If the shell is black, its radiosity is $E_2$, so equation (1) gives $H_1=E_2$. The inner sphere, also black, emits $E_1$ and absorbs all that arrives:

$$
Q=A_1(E_1-E_2).
$$

The area in this formula is that of the inner sphere, although the shell is larger and emits more in total. The surplus light passes beside the sphere and returns to the shell. The limit $T_1=T_2$ confirms the balance: the heat vanishes, as it must between bodies at equal temperature. Had the shell's whole emission $A_2E_2$ been credited to the inner sphere, heat would have flowed at equal temperatures.

### Stage 2: a gray inner sphere in a black shell

A real wall emits less than a black one. Let its emission at frequency $\omega$ be $e_\omega M_\omega$, with $e_\omega$ the emissivity, and let it absorb the fraction $a_\omega$ of the light arriving at that frequency.

Put the wall in a cavity at its own temperature, behind a filter that passes a narrow frequency band and reflects the rest. If emission and absorption in the band differed, heat would flow between bodies at equal temperature. Therefore $a_\omega=e_\omega$, which is Kirchhoff's law.

Two further assumptions make this useful when the walls have different temperatures. The first is that the emissivity does not depend on direction, so the absorbed fraction is the same for any angular distribution of incoming light. The second is that the wall is gray: $e_\omega$ has one value $e$ over the frequencies that matter for both temperatures. The wall then emits $eE$ and absorbs $eH$, whichever wall the light came from. Since it is opaque, it reflects the remainder, $(1-e)H$.

For a gray sphere in a black shell, $H_1=E_2$ still holds. Light that the sphere reflects or emits reaches the shell and is absorbed there, so none of it comes back. The net heat is emission minus absorption:

$$
Q=A_1e_1(E_1-E_2). \tag{2}
$$

For $e_1=1$ this returns to Stage 1. For $e_1\to0$ the sphere neither emits nor absorbs, and the heat vanishes. The size of the shell does not appear: a black shell looks the same from the inner sphere at any distance.

### Stage 3: what a gray shell adds

Let the shell now be gray as well, with emissivity $e_2<1$, and let both walls reflect diffusely. The shell's radiosity contains reflected light, and some of that light came from the inner sphere. I need to know what a point on the shell sees.

From distance $R_2$, the inner sphere appears as a disk centred on the normal. The edge of the disk is given by a ray tangent to the inner sphere. The tangent meets the radius $R_1$ at a right angle, so the half-angle $\theta_m$ of the cone obeys

$$
\sin\theta_m=\frac{R_1}{R_2}.
$$

The weight of this cone in equation (1) is

$$
\frac1\pi\int_0^{2\pi}d\phi\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta
=\frac{2\pi}{\pi}\,\frac{\sin^2\theta_m}{2}=\left(\frac{R_1}{R_2}\right)^2=\frac{A_1}{A_2}.
$$

Call this number $f$. Because diffuse light leaves with the same $\cos\theta$ weight, $f$ is also the fraction of the shell's outgoing light that strikes the inner sphere. In the usual notation, where $F_{ij}$ is the fraction of diffuse light leaving wall $i$ that goes directly to wall $j$,

$$
F_{12}=1,\qquad F_{21}=f,\qquad F_{22}=1-f .
$$

The same values can be found without the cone argument, by integrating $\cos\theta\cos\theta'/(\pi s^2)$ over the visible part of the receiving surface, which for $F_{22}$ is the shell itself. Numerical integration for $R_1/R_2=2/3$, $0.3$ and $0.9$ gave all three factors to within $10^{-7}$ of these expressions.

The limits are clear. For a very small inner sphere $f\to0$, and nearly all light leaving the shell returns to the shell. For a very narrow gap $f\to1$, and each wall sees almost nothing but the other.

### Why one radiosity per wall is enough

If $J$ is uniform on each wall, the shell receives

$$
H_2=fJ_1+(1-f)J_2 . \tag{3}
$$

Uniformity should be shown, since a wall of uniform temperature can have uneven radiosity when different parts of it see different surroundings.

For diffuse walls, the radiosity at a point $\mathbf r$ is

$$
J(\mathbf r)=e(\mathbf r)E(\mathbf r)+[1-e(\mathbf r)]\,H(\mathbf r),
$$

with $H$ given by equation (1). Suppose there were two bounded solutions, and let $\delta(\mathbf r)$ be their difference. The emission terms cancel. The irradiation in equation (1) is a weighted average of the radiosities in view, with positive weights that sum to one. An average cannot exceed the largest magnitude being averaged, so

$$
|\delta(\mathbf r)|\le[1-e(\mathbf r)]\,\delta_{\max}\le(1-e_{\min})\,\delta_{\max},
$$

where $\delta_{\max}$ is the least upper bound of $|\delta|$ and $e_{\min}$ is the smaller emissivity. This holds at every point, hence $\delta_{\max}\le(1-e_{\min})\delta_{\max}$. With $e_{\min}>0$ this requires $\delta_{\max}=0$. The solution is unique.

Now rotate the solution about the common centre. The walls, temperatures and emissivities are unchanged, so the rotated solution also satisfies the equations. By uniqueness it is the same solution. A function on a sphere that is unchanged by every rotation is constant, and so $J_1$ and $J_2$ are two numbers.

The argument also shows where the simplification ends. If the inner sphere is displaced, or one side of the shell is warmer, the rotational symmetry is lost. The radiosity equation remains valid for diffuse walls, but two numbers no longer suffice in general.

## Second half: the balance, its limits and a nitrogen vessel

### What is carried over

Subscript 1 denotes the inner sphere and 2 the shell. $A$ is area, $e$ emissivity and $E=\pi^2t^4/(60c^2)$ the black flux, equal to $\sigma T^4$ in SI units. $J$ is the flux leaving a wall and $H$ the flux arriving. The area ratio is $f=A_1/A_2=(R_1/R_2)^2$. For concentric gray walls that reflect diffusely, both radiosities are uniform, and

$$
H_1=J_2,\qquad H_2=fJ_1+(1-f)J_2 .
$$

The heat $Q$ is positive when it leaves the inner sphere.

### Stage 4: both walls gray

Each radiosity is emission plus reflection:

$$
J_1=e_1E_1+(1-e_1)J_2,
$$
$$
J_2=e_2E_2+(1-e_2)\,[J_2+f(J_1-J_2)].
$$

The net heat leaving the inner sphere is $Q=A_1(J_1-H_1)=A_1(J_1-J_2)$, so the difference $J_1-J_2$ is the quantity to find. Subtract $J_2$ from the first equation:

$$
J_1-J_2=e_1(E_1-J_2)\quad\Rightarrow\quad E_1-J_2=\frac{J_1-J_2}{e_1}.
$$

In the second equation, move $(1-e_2)J_2$ to the left and divide by $e_2$:

$$
J_2-E_2=f\left(\frac1{e_2}-1\right)(J_1-J_2).
$$

Adding the two results removes $J_2$ on the left:

$$
E_1-E_2=(J_1-J_2)\,D,\qquad D=\frac1{e_1}+f\left(\frac1{e_2}-1\right).
$$

Therefore

$$
Q=\frac{A_1(E_1-E_2)}{D}. \tag{4}
$$

The two emissivities and the area ratio fix $D$; the heat itself also needs $A_1$ and the two temperatures. Energy is conserved, since the shell's net loss is $A_2(J_2-H_2)=-A_2f(J_1-J_2)=-Q$.

Writing $1/e_1=(1/e_1-1)+1$ splits the total drop into three parts, each proportional to $Q/A_1=J_1-J_2$:

- $E_1-J_1$, with weight $1/e_1-1$, belongs to the inner wall.
- $J_1-J_2$, with weight $1$, belongs to the gap.
- $J_2-E_2$, with weight $f(1/e_2-1)$, belongs to the shell.

They act like resistors in series. The shell's part carries the factor $f$ because the same heat is spread over a larger area there.

Equation (4) now gives the net heat between concentric gray walls that reflect diffusely, with the total drop divided among the inner wall, the gap and the shell. What remains is to examine its limits, check it by following photons, treat a mirror-like shell, and apply the result to a small nitrogen vessel, including what the model leaves out.
